# Wannier's Mean Ion Energy for a Constant Collision Frequency: verification in Python

```python
"""Wannier mean ion energy for a constant ion-neutral collision frequency.

Result under test:
    m<v^2>/2 = 3 k Tg/2 + (m + M) vd^2/2,   vd = e E/(mu nu_m)
m, M: ion and gas-atom mass; mu: reduced mass; Tg: gas temperature;
v: ion velocity; V: gas velocity; g = v - V; vd: drift speed;
E: field; nu_m: momentum-transfer collision frequency.
The swarm simulation uses velocity unit sqrt(k Tg/M), energy unit k Tg,
time unit 1/(event frequency), and mass ratio r = m/M.
Physical quantities are in Gaussian units (cm, g, s, statC).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp, trapezoid
from scipy.special import ellipkinc

rng = np.random.default_rng(12345)


def collide(v, V, cos_chi, helper, r):
    """Elastic collision; helper fixes the azimuth of the scattering plane."""
    centre = (r * v + V) / (1 + r)
    g = v - V
    g2 = np.sum(g * g, axis=1)[:, None]
    perp = helper - g * np.sum(helper * g, axis=1)[:, None] / g2
    perp /= np.sqrt(np.sum(perp * perp, axis=1))[:, None]
    c = cos_chi[:, None]
    g_new = c * g + np.sqrt(np.maximum(1 - c * c, 0)) * np.sqrt(g2) * perp
    return centre + g_new / (1 + r)


def swarm(r, accel, ions, warmup, samples, forward=False,
          box_gas=False, rate=None):
    """Free flights and collisions; returns time averages for each ion.

    Sampling just before Poisson events gives the steady time average.
    rate(g) is the acceptance probability of an event (None: always 1).
    """
    v = np.zeros((ions, 3))
    total = np.zeros((5, ions))
    for step in range(warmup + samples):
        v[:, 2] += accel * rng.exponential(size=ions)
        if box_gas:
            V = rng.uniform(-np.sqrt(3), np.sqrt(3), (ions, 3))
        else:
            V = rng.normal(size=(ions, 3))
        g2 = np.sum((v - V)**2, axis=1)
        if step >= warmup:
            sq = v * v
            total += np.array([v[:, 2], 0.5 * r * sq.sum(axis=1), g2,
                               sq[:, 2], 0.5 * (sq[:, 0] + sq[:, 1])])
        u = rng.random(ions)
        cos_chi = 2 * np.sqrt(u) - 1 if forward else 2 * u - 1
        v_new = collide(v, V, cos_chi, rng.normal(size=(ions, 3)), r)
        if rate is None:
            v = v_new
        else:
            hit = rng.random(ions) < rate(np.sqrt(g2))
            v = np.where(hit[:, None], v_new, v)
    return total / samples


def mean_se(x):
    return x.mean(), x.std(ddof=1) / np.sqrt(x.size)


def formula_excess(run, r):
    """Mean energy minus the formula with the run's own vd, and its error."""
    vd = run[0].mean()
    excess = run[1].mean() - 1.5 - 0.5 * (1 + r) * vd**2
    return excess, mean_se(run[1] - (1 + r) * vd * run[0])[1]


def check_swarm(run, r, accel, mean_cos):
    vd = accel * (1 + r) / (1 - mean_cos)
    energy = 1.5 + 0.5 * (1 + r) * vd**2
    cm_energy = 1.5 + 0.5 * vd**2
    pairs = ((run[0], vd), (run[1], energy),
             (0.5 * r / (1 + r) * run[2], cm_energy))
    for data, expected in pairs:
        mean, se = mean_se(data)
        assert abs(mean - expected) < 5 * se, (r, mean, expected, se)
        assert se < 0.02 * expected
    return mean_se(run[1])[0] / energy


# Azimuthal averages of momentum and energy transfer, from explicit velocities
r_test, c_test = 1.7, 0.35
v1, V1 = np.array([1.2, -0.4, 2.1]), np.array([-0.7, 0.9, 0.3])
g1 = v1 - V1
axis1 = np.cross(g1, [1.0, 0.0, 0.0])
axis1 /= np.linalg.norm(axis1)
axis2 = np.cross(g1, axis1) / np.linalg.norm(g1)
phi = np.arange(24) * 2 * np.pi / 24
helpers = np.outer(np.cos(phi), axis1) + np.outer(np.sin(phi), axis2)
before, gas = np.tile(v1, (24, 1)), np.tile(V1, (24, 1))
after = collide(before, gas, np.full(24, c_test), helpers, r_test)
gas_after = gas + r_test * (before - after)
pair_energy = 0.5 * (r_test * np.sum(after**2, axis=1)
                     + np.sum(gas_after**2, axis=1))
assert np.allclose(pair_energy, 0.5 * (r_test * v1 @ v1 + V1 @ V1))
mu_rel = r_test / (1 + r_test)
G1 = (r_test * v1 + V1) / (1 + r_test)
assert np.allclose(r_test * (after.mean(axis=0) - v1),
                   -mu_rel * (1 - c_test) * g1)
gain = 0.5 * r_test * (np.sum(after**2, axis=1).mean() - v1 @ v1)
assert np.isclose(gain, -mu_rel * (1 - c_test) * (G1 @ g1))

# Swarms with constant collision frequency
ratio_results = []
for r in (0.2, 1.0, 4.0):
    accel = 1.5 / (1 + r)
    run = swarm(r, accel, 20000, 70, 40)
    ratio_results.append((r, check_swarm(run, r, accel, 0.0)))
run = swarm(1.0, 0.5, 20000, 70, 40, forward=True, box_gas=True)
forward_ratio = check_swarm(run, 1.0, 0.5, 1 / 3)

# Decay of excess energy without a field, over three isotropic collisions
r = 1.6
v = np.tile([0.0, 0.0, 10.0], (40000, 1))
excess_start = 0.5 * r * 100 - 1.5
for _ in range(3):
    v = collide(v, rng.normal(size=v.shape), rng.uniform(-1, 1, len(v)),
                rng.normal(size=v.shape), r)
left, left_se = mean_se(0.5 * r * np.sum(v * v, axis=1) - 1.5)
assert abs(left - excess_start * (1 - 2 * r / (1 + r)**2)**3) < 5 * left_se

# Control: collision frequency proportional to g must break the formula
r_hard = 0.1
hard = swarm(r_hard, 1.84, 30000, 260, 150,
             rate=lambda g: np.minimum(g / 45, 1))
hard_excess, hard_se = formula_excess(hard, r_hard)
assert abs(hard_excess) > 5 * hard_se
hard_percent = 100 * hard_excess / (hard[1].mean() - hard_excess)


# Classical scattering by -alpha e^2/(2 r^4) outside a reflecting core.
# beta = b/b_c, x = b_c/r, x_core = b_c/r_core (infinite for a point core).
def path_integral(beta, x_core):
    beta = np.asarray(beta, dtype=float)
    b2 = np.minimum(beta, 1)**2
    inner = ellipkinc(2 * np.arctan(x_core / np.sqrt(2)),
                      (1 + b2) / 2) / np.sqrt(2)
    B2 = np.maximum(beta, 1)**2
    x1 = np.sqrt(2 / (B2 + np.sqrt(B2**2 - 1)))
    angle = np.arcsin(np.minimum(1, x_core / x1))
    outer = x1 * ellipkinc(angle, x1**4 / 4)
    return np.where(beta < 1, inner, outer)


def deflection(beta, x_core):
    return np.pi - 2 * beta * path_integral(beta, x_core)


def momentum_factor(x_core):
    """sigma_m/(pi b_c^2), integrated on a grid refined around beta = 1."""
    result = 0.0
    for sign, start in ((-1, 0.0), (1, -np.log(40))):
        s = np.linspace(start, 17, 3001)
        d = np.exp(-s)
        beta = 1 + sign * d
        weight = 2 * beta * d
        result += trapezoid((1 - np.cos(deflection(beta, x_core))) * weight, s)
    return result


for beta, x_core in ((0.6, 2.2), (0.9, 5.0), (1.1, 0.8)):
    direct = quad(lambda x: 1 / np.sqrt(1 - beta**2 * x**2 + x**4 / 4),
                  0, x_core)[0]
    assert abs(direct - path_integral(beta, x_core)) < 1e-7


def newton(t, y):
    dist2 = y[0]**2 + y[1]**2
    return [y[2], y[3], -0.5 * y[0] / dist2**3, -0.5 * y[1] / dist2**3]


orbit = solve_ivp(newton, (0, 120), [-60, 1.2, 1, 0], rtol=1e-9, atol=1e-11)
orbit_angle = np.arctan2(orbit.y[3, -1], orbit.y[2, -1])
assert abs(orbit_angle - deflection(1.2, np.inf)) < 1e-4
orbit_factor = momentum_factor(np.inf)

# Worked example: Cu+ in argon, rough typical reactor values
ion_u, gas_u = 63.5, 40.0
T_gas, p_mtorr, field_v_cm = 400.0, 100.0, 1.0
alpha_A3, core_A, n_ion = 1.6, 2.5, 1e9
u_g = const.atomic_mass * 1e3
m, M = ion_u * u_g, gas_u * u_g
mu = m * M / (m + M)
kT = const.k * 1e7 * T_gas
eV = const.e * 1e7
e = const.e * const.c * 10
field = field_v_cm / (const.c * 1e-6)
alpha = alpha_A3 * 1e-24
N = p_mtorr * 1e-3 * const.torr * 10 / kT
nu = orbit_factor * 2 * np.pi * N * e * np.sqrt(alpha / mu)
vd = e * field / (mu * nu)
thermal, drift, random = 1.5 * kT, 0.5 * m * vd**2, 0.5 * M * vd**2
energy = thermal + drift + random
cm_energy = thermal + random
g_rms = np.sqrt(2 * cm_energy / mu)


def capture(g):
    return (4 * alpha * e**2 / (mu * g**2))**0.25


# Cross-section definition must give the same frequency at different speeds
for g in (0.3 * g_rms, 2 * g_rms):
    assert np.isclose(N * g * np.pi * capture(g)**2 * orbit_factor, nu)

r = m / M
speed = np.sqrt(kT / M)
accel = e * field / (m * speed * nu)
example = swarm(r, accel, 50000, 60, 50)
check_swarm(example, r, accel, 0.0)
mc_energy, mc_se = mean_se(example[1])
mc_vd = example[0].mean()
T_long = T_gas * r * (example[3].mean() - mc_vd**2)
T_trans = T_gas * r * example[4].mean()

# Neglected repulsive core: speed-dependent collision frequency
g_grid = np.linspace(0.05, 12, 50)
core_cm = core_A * 1e-8
nu_ratio = np.array([momentum_factor(capture(g * speed) / core_cm)
                     for g in g_grid]) / orbit_factor
top = nu_ratio.max()
core_run = swarm(r, accel / top, 50000, 80, 50,
                 rate=lambda g: np.interp(g, g_grid, nu_ratio) / top)
core_excess, core_se = formula_excess(core_run, r)
core_formula = core_run[1].mean() - core_excess
core_percent = 100 * core_excess / core_formula
core_percent_se = 100 * core_se / core_formula
assert abs(core_percent) < 10

# Other neglected effects
kT_ion = 2 / 3 * (thermal + random)
debye = np.sqrt(kT_ion / (4 * np.pi * n_ion * e**2))
coulomb_log = np.log(3 * kT_ion * debye / e**2)
nu_ii = (4 * np.sqrt(np.pi) * n_ion * e**4 * coulomb_log
         / (3 * np.sqrt(m) * kT_ion**1.5))
relax_time = (m + M) / (2 * mu * nu)
wave_ratio = const.hbar * 1e7 / (mu * g_rms * capture(g_rms))

print("TESTS: simulated energy / formula, constant frequency")
for ratio, value in ratio_results:
    print(f"  m/M = {ratio:.1f}: {value:.4f}")
print(f"  forward scattering, non-Maxwellian gas: {forward_ratio:.4f}")
print(f"Control, frequency ~ g, m/M = {r_hard}: energy off by "
      f"{hard_percent:.1f} % (s.e. {abs(hard_percent*hard_se/hard_excess):.1f})")
print(f"Orbit factor C: {orbit_factor:.4f}")
print("EXAMPLE: Cu+ in argon")
print(f"Ion mass, gas mass: {ion_u:.1f}, {gas_u:.1f} u")
print(f"Reduced mass: {mu/u_g:.2f} u")
print(f"Gas temperature: {T_gas:.0f} K")
print(f"Pressure: {p_mtorr:.0f} mTorr")
print(f"Field: {field_v_cm:.1f} V/cm")
print(f"Polarizability (rough): {alpha_A3:.1f} A^3")
print(f"Gas density: {N:.3e} cm^-3")
print(f"Reduced field E/N: {field_v_cm/N*1e17:.1f} Td")
print(f"Collision frequency nu_m: {nu:.3e} s^-1")
print(f"Drift speed: {vd/100:.1f} m/s")
print(f"Mobility: {vd/field_v_cm:.3e} cm^2/Vs")
print(f"Thermal part 3kTg/2: {thermal/eV:.4f} eV")
print(f"Directed part m vd^2/2: {drift/eV:.4f} eV")
print(f"Random part M vd^2/2: {random/eV:.4f} eV")
print(f"Mean ion energy, formula: {energy/eV:.4f} eV")
print(f"Mean ion energy, simulation: {mc_energy*kT/eV:.4f} eV "
      f"(s.e. {mc_se*kT/eV:.4f})")
print(f"Mean ion energy / k: {energy/(const.k*1e7):.0f} K")
print(f"Mean centre-of-mass energy: {cm_energy/eV:.4f} eV")
print(f"Simulated temperature along field: {T_long:.0f} K")
print(f"Simulated temperature across field: {T_trans:.0f} K")
print("NEGLECTED EFFECTS")
print(f"Rms relative speed: {g_rms/100:.0f} m/s")
print(f"Capture impact parameter there: {capture(g_rms)*1e8:.2f} A")
print(f"Core radius (rough): {core_A:.1f} A")
print(f"nu_m with core / without, at rms speed: "
      f"{np.interp(g_rms/speed, g_grid, nu_ratio):.3f}")
print(f"Drift speed with core: {core_run[0].mean()*speed/100:.1f} m/s")
print(f"Mean energy with core: {core_run[1].mean()*kT/eV:.4f} eV")
print(f"Energy formula error with core, own vd: {core_percent:.2f} % "
      f"(s.e. {core_percent_se:.2f})")
print(f"Ion density (rough): {n_ion:.1e} cm^-3")
print(f"Ion-ion frequency / nu_m: {nu_ii/nu:.2e}")
print(f"Energy relaxation time: {relax_time*1e6:.2f} us")
print(f"Drift distance in that time: {vd*relax_time*10:.3f} mm")
print(f"Reduced wavelength / capture parameter: {wave_ratio:.4f}")
print("every check passed")
```

Running it gives:

```
TESTS: simulated energy / formula, constant frequency
  m/M = 0.2: 0.9975
  m/M = 1.0: 0.9975
  m/M = 4.0: 1.0048
  forward scattering, non-Maxwellian gas: 1.0001
Control, frequency ~ g, m/M = 0.1: energy off by 3.4 % (s.e. 0.2)
Orbit factor C: 1.1052
EXAMPLE: Cu+ in argon
Ion mass, gas mass: 63.5, 40.0 u
Reduced mass: 24.54 u
Gas temperature: 400 K
Pressure: 100 mTorr
Field: 1.0 V/cm
Polarizability (rough): 1.6 A^3
Gas density: 2.414e+15 cm^-3
Reduced field E/N: 41.4 Td
Collision frequency nu_m: 1.596e+06 s^-1
Drift speed: 246.4 m/s
Mobility: 2.464e+04 cm^2/Vs
Thermal part 3kTg/2: 0.0517 eV
Directed part m vd^2/2: 0.0200 eV
Random part M vd^2/2: 0.0126 eV
Mean ion energy, formula: 0.0843 eV
Mean ion energy, simulation: 0.0843 eV (s.e. 0.0001)
Mean ion energy / k: 978 K
Mean centre-of-mass energy: 0.0643 eV
Simulated temperature along field: 571 K
Simulated temperature across field: 460 K
NEGLECTED EFFECTS
Rms relative speed: 711 m/s
Capture impact parameter there: 5.17 A
Core radius (rough): 2.5 A
nu_m with core / without, at rms speed: 0.881
Drift speed with core: 282.5 m/s
Mean energy with core: 0.0946 eV
Energy formula error with core, own vd: 0.13 % (s.e. 0.08)
Ion density (rough): 1.0e+09 cm^-3
Ion-ion frequency / nu_m: 3.57e-03
Energy relaxation time: 1.32 us
Drift distance in that time: 0.326 mm
Reduced wavelength / capture parameter: 0.0070
every check passed
```
